# Davydov Splitting of a Carbonyl Vibration in a Two-Molecule Crystal: a program that tests the result

```python
# RESULT UNDER TEST: a crystal with two symmetry-equivalent molecules A, B per
# cell, each with one nondegenerate carbonyl vibration, has the zone-centre
# (Davydov) splitting 2*|L_AB|; for harmonic molecules exactly
# 2*|L_AB|*w0/wbar.
#   w0    site frequency (cm^-1);  wbar  mean of the two crystal frequencies
#   L_AB  one-quantum transfer element summed over the B sublattice (cm^-1)
#   T     lattice sum of (1 - 3 rr/r^2)/r^3 (nm^-3)
#   C     squared transition dipole / (4 pi eps0 h c) (cm^-1 nm^3)
# Lengths in nm. The model crystal has a twofold screw axis b along y.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.special import erfc

w0 = 2000.0
dipole_debye = 0.30
a_len, b_len, c_len, beta = 0.90, 0.65, 0.85, np.radians(100.0)
theta, phi = np.radians(60.0), np.radians(30.0)
cell = np.array([[a_len, 0, 0], [0, b_len, 0],
                 [c_len*np.cos(beta), 0, c_len*np.sin(beta)]])
frac_A = np.array([0.20, 0.0, 0.15])
frac_B = np.array([-0.20, 0.5, -0.15])      # screw-axis image of A
d_AB = (frac_B - frac_A) @ cell
volume = abs(np.linalg.det(cell))
debye = 1e-21/sc.c
C = (dipole_debye*debye)**2/(4*np.pi*sc.epsilon_0*1e-27)/(sc.h*sc.c*100)
screw = np.diag([-1.0, 1.0, -1.0])
b_hat = np.array([0.0, 1.0, 0.0])
p_hat = np.array([np.cos(phi), 0.0, np.sin(phi)])
t_hat = np.array([-np.sin(phi), 0.0, np.cos(phi)])  # normal to both dipoles
zero = np.zeros(3)


def directions(angle):
    u = np.cos(angle)*b_hat + np.sin(angle)*p_hat
    return u, screw @ u


u_A, u_B = directions(theta)


def triples(n):
    g = np.arange(-n, n + 1)
    return np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T


def ewald(lattice, d, k=zero, eta=4.0):
    """Sum over R of T(R+d) exp(i k.(R+d)); at k=0 no macroscopic field."""
    vol = abs(np.linalg.det(lattice))
    n = triples(7)
    r = n @ lattice + d
    r = r[np.linalg.norm(r, axis=1) > 1e-9]
    s = np.linalg.norm(r, axis=1)
    gauss = 2*eta/np.sqrt(np.pi)*np.exp(-(eta*s)**2)
    f1 = erfc(eta*s)/s**3 + gauss/s**2
    f2 = 3*erfc(eta*s)/s**5 + gauss*(2*eta**2 + 3/s**2)/s**2
    phase = np.exp(1j*(r @ k))
    total = np.eye(3)*np.sum(f1*phase) - (r.T*(f2*phase)) @ r
    G = n @ (2*np.pi*np.linalg.inv(lattice).T)
    q = G - k
    q2 = np.sum(q*q, axis=1)
    keep = q2 > 1e-20
    G, q, q2 = G[keep], q[keep], q2[keep]
    weight = 4*np.pi/vol*np.exp(-q2/(4*eta**2))/q2*np.exp(1j*(G @ d))
    total = total + (q.T*weight) @ q
    if np.linalg.norm(d) < 1e-9:
        total = total - np.eye(3)*4*eta**3/(3*np.sqrt(np.pi))
    return total


def damped_direct_sum(k, radius=8.0):
    """Plain real-space A-B sum with a smooth, wide spherical damping."""
    r = triples(26) @ cell + d_AB
    s = np.linalg.norm(r, axis=1)
    weight = np.exp(-(s/radius)**4 + 1j*(r @ k))
    return np.eye(3)*np.sum(weight/s**3) - (r.T*(3*weight/s**5)) @ r


# --- lattice sums against direct summation ------------------------------
T_AB = ewald(cell, d_AB).real
T_AA = ewald(cell, zero).real
# a spherical sample carries the depolarizing term 4 pi/(3V);
# tolerances reflect the finite damping radius
sphere = damped_direct_sum(zero)
assert np.allclose(sphere, T_AB + np.eye(3)*4*np.pi/(3*volume), atol=0.01)
k_test = 3.5*np.ones(3)/np.sqrt(3)
assert np.allclose(damped_direct_sum(k_test), ewald(cell, d_AB, k_test),
                   atol=0.02)
assert np.allclose(T_AB, ewald(cell, d_AB, eta=5.0).real, atol=1e-7)
assert np.allclose(T_AA, ewald(cell, zero, eta=5.0).real, atol=1e-7)

L_AB = C*u_A @ T_AB @ u_B
L_AA = C*u_A @ T_AA @ u_A
L_BB = C*u_B @ T_AA @ u_B
assert abs(L_AA - L_BB) < 1e-8
splitting = 2*abs(L_AB)


# --- direction of k: small-k matrix against the closed formula ----------
def small_k_matrix(k):
    aa, ab = ewald(cell, zero, k), ewald(cell, d_AB, k)
    off = C*u_A @ ab @ u_B
    return np.array([[C*u_A @ aa @ u_A, off],
                     [np.conj(off), C*u_B @ aa @ u_B]])


def direction_formula(k_hat):
    field = 4*np.pi*C/volume
    pa, pb = u_A @ k_hat, u_B @ k_hat
    return np.hypot(field*(pa**2 - pb**2), 2*(L_AB + field*pa*pb))


oblique = (b_hat + p_hat)/np.sqrt(2)
by_direction = {}
for name, k_hat in (("transverse", t_hat), ("along b", b_hat),
                    ("along p", p_hat), ("oblique", oblique)):
    levels = np.linalg.eigvalsh(small_k_matrix(1e-5*k_hat))
    by_direction[name] = levels[1] - levels[0]
    assert abs(by_direction[name] - direction_formula(k_hat)) < 2e-3
assert abs(by_direction["transverse"] - splitting) < 2e-3
assert by_direction["oblique"] > 1.01*2*abs(
    L_AB + 4*np.pi*C/volume*(u_A @ oblique)*(u_B @ oblique))

# --- fourfold case: exchange applied twice reverses the vibration -------
tetragonal = np.diag([0.8, 0.8, 0.7])
T_four = ewald(tetragonal, np.array([0.4, 0.4, 0.35])).real
assert abs(T_four[0, 1]) < 1e-8 and abs(T_four[0, 0]) > 0.1


# --- whole periodic crystal with truncated couplings --------------------
def pair_coupling(r, u, v):
    s = np.linalg.norm(r)
    return C*(u @ v - 3*(u @ r)*(v @ r)/s**2)/s**3


cutoff, N = 1.1, 4
positions, dipoles = [frac_A @ cell, frac_B @ cell], [u_A, u_B]
offsets = list(itertools.product(range(-2, 3), repeat=3))
cells = list(itertools.product(range(N), repeat=3))
index = {cc: i for i, cc in enumerate(cells)}
squares = np.eye(2*N**3)*w0**2
L_cut = 0.0
for off in offsets:
    for i, j in itertools.product(range(2), repeat=2):
        r = np.array(off) @ cell + positions[j] - positions[i]
        if not 1e-9 < np.linalg.norm(r) < cutoff:
            continue
        value = pair_coupling(r, dipoles[i], dipoles[j])
        if (i, j) == (0, 1):
            L_cut += value
        for cc in cells:
            other = tuple((np.array(cc) + off) % N)
            squares[2*index[cc] + i, 2*index[other] + j] += 2*w0*value
assert np.allclose(squares, squares.T)
eigenvalues, vectors = np.linalg.eigh(squares)
found = []
for sign in (1, -1):
    pattern = np.tile([1.0, sign], N**3)/np.sqrt(2*N**3)
    overlap = np.abs(pattern @ vectors)
    best = int(np.argmax(overlap))
    assert overlap[best] > 0.999
    amplitudes = vectors[:, best].reshape(-1, 2).sum(axis=0)
    moment = dipole_debye*(amplitudes[0]*u_A + amplitudes[1]*u_B)
    found.append((np.sqrt(eigenvalues[best]), moment/np.sqrt(N**3)))
crystal_split = abs(found[0][0] - found[1][0])
wbar_cut = (found[0][0] + found[1][0])/2
assert abs(crystal_split - 2*abs(L_cut)*w0/wbar_cut) < 1e-7
assert abs(crystal_split/(2*abs(L_cut)) - 1) < 0.02
strength_b = found[0][1] @ found[0][1]
strength_p = found[1][1] @ found[1][1]
assert np.linalg.norm(np.cross(found[0][1], b_hat)) < 1e-6
assert abs(found[1][1] @ b_hat) < 1e-6
assert abs(strength_b - 2*(dipole_debye*np.cos(theta))**2) < 1e-6
assert abs(strength_p - 2*(dipole_debye*np.sin(theta))**2) < 1e-6

# --- quantum pair, harmonic, deliberately strong coupling ---------------
M = 16
lower = np.diag(np.sqrt(np.arange(1, M)), 1)
X, one = lower + lower.T, np.eye(M)
number = np.diag(np.arange(M, dtype=float))
ratio = 0.05
H = np.kron(number, one) + np.kron(one, number) + ratio*np.kron(X, X)
E = np.linalg.eigvalsh(H)
quantum_split = E[2] - E[1]
assert abs(quantum_split - (np.sqrt(1 + 2*ratio) - np.sqrt(1 - 2*ratio))) < 1e-7
assert abs(quantum_split/(2*ratio) - 1) < 2*ratio**2

# --- quantum pair, anharmonic molecules ---------------------------------
M = 50
lower = np.diag(np.sqrt(np.arange(1, M)), 1)
x = (lower + lower.T)/np.sqrt(2)
local = np.diag(np.arange(M) + 0.5) - 0.1*x @ x @ x + 0.01*x @ x @ x @ x
e_loc, v_loc = np.linalg.eigh(local)
x_loc = (v_loc.T @ x @ v_loc)[:8, :8]
force = 1e-3
H = (np.kron(np.diag(e_loc[:8]), np.eye(8))
     + np.kron(np.eye(8), np.diag(e_loc[:8])) + force*np.kron(x_loc, x_loc))
E = np.linalg.eigvalsh(H)
anharmonic_ratio = (E[2] - E[1])/(2*force*x_loc[0, 1]**2)
assert abs(anharmonic_ratio - 1) < 0.01     # next order is of size `force`

# --- full harmonic frequencies of the example ---------------------------
w_in = np.sqrt(w0**2 + 2*w0*(L_AA + L_AB))
w_out = np.sqrt(w0**2 + 2*w0*(L_AA - L_AB))
harmonic_split = abs(w_in - w_out)

# --- electronic polarizability: elimination against iteration -----------
alpha = 0.015
T6 = np.block([[T_AA, T_AB], [T_AB.T, T_AA]])
assert np.linalg.eigvalsh(np.eye(6) + alpha*T6).min() > 0
K6 = T6 @ np.linalg.inv(np.eye(6) + alpha*T6)
screened_split = 2*abs(C*u_A @ K6[:3, 3:] @ u_B)
energy = []
for sign in (1, -1):
    source = np.concatenate([u_A, sign*u_B])
    induced = np.zeros(6)
    for _ in range(3000):
        induced = 0.5*induced - 0.5*alpha*T6 @ (source + induced)
    energy.append(0.5*C*source @ T6 @ (source + induced))
assert abs(abs(energy[0] - energy[1]) - screened_split) < 1e-7

# --- further neglected effects ------------------------------------------
bond = 0.115
r_all = triples(10) @ cell + d_AB
s_all = np.linalg.norm(r_all, axis=1)
point = (u_A @ u_B - 3*(r_all @ u_A)*(r_all @ u_B)/s_all**2)/s_all**3


def inverse_distance(shift):
    return 1/np.linalg.norm(r_all + shift, axis=1)


minus, plus = bond/2*(u_B - u_A), bond/2*(u_B + u_A)
extended = (inverse_distance(minus) + inverse_distance(-minus)
            - inverse_distance(plus) - inverse_distance(-plus))/bond**2
extended_split = 2*abs(L_AB + C*np.sum(extended - point))

gap = 60.0
mixing = max(abs(L_AA + L_AB), abs(L_AA - L_AB))**2/gap
growth = 1.03
stretch = growth**(1/3)
T_warm = ewald(cell*stretch, d_AB*stretch).real
warm_split = 2*abs(C*u_A @ T_warm @ u_B)
v_A, v_B = directions(theta - np.radians(5))
tilt_split = 2*abs(C*v_A @ T_AB @ v_B)
temperature = 298.0
population = np.exp(-sc.h*sc.c*100*w0/(sc.k*temperature))
k_light = 2*np.pi*w0*1e-7
levels = np.linalg.eigvalsh(small_k_matrix(k_light*t_hat))
light_change = abs(levels[1] - levels[0] - splitting)
linewidth = 4.0
nearest = int(np.argmin(s_all))
nearest_count = int(np.sum(np.abs(s_all - s_all[nearest]) < 1e-8))

print(f"Site frequency w0: {w0:.1f} cm^-1")
print(f"Transition dipole: {dipole_debye:.2f} D")
print(f"Cell a, b, c: {a_len:.2f}, {b_len:.2f}, {c_len:.2f} nm")
print(f"Cell angle beta: {np.degrees(beta):.0f} deg")
print("Fractional position A:", frac_A, " B:", frac_B)
print(f"Dipole angle to b: {np.degrees(theta):.0f} deg")
print(f"Azimuth from a in ac plane: {np.degrees(phi):.0f} deg")
print(f"Cell volume: {volume:.4f} nm^3")
print(f"Coupling constant C: {C:.4f} cm^-1 nm^3")
print(f"Nearest A-B distance: {s_all[nearest]:.4f} nm")
print(f"Number of nearest B molecules: {nearest_count}")
print(f"Coupling to one nearest B: {C*point[nearest]:.4f} cm^-1")
print(f"T_AB along b (bb): {b_hat @ T_AB @ b_hat:.4f} nm^-3")
print(f"T_AB along p (pp): {p_hat @ T_AB @ p_hat:.4f} nm^-3")
print(f"Summed coupling L_AA: {L_AA:.4f} cm^-1")
print(f"Summed coupling L_AB: {L_AB:.4f} cm^-1")
print(f"Davydov splitting 2|L_AB|: {splitting:.4f} cm^-1")
print(f"Same splitting: {splitting*sc.h*sc.c*100/sc.e*1e3:.4f} meV")
print(f"In-phase frequency: {w_in:.4f} cm^-1")
print(f"Out-of-phase frequency: {w_out:.4f} cm^-1")
print(f"Full harmonic splitting: {harmonic_split:.4f} cm^-1")
print(f"Strength along b per cell: {strength_b:.4f} D^2")
print(f"Strength normal to b per cell: {strength_p:.4f} D^2")
print(f"Test crystal: {2*N**3} molecules, cutoff {cutoff:.1f} nm")
print(f"Test crystal truncated L_AB: {L_cut:.4f} cm^-1")
print(f"Test crystal splitting: {crystal_split:.4f} cm^-1")
print(f"Quantum pair, L/w0 = {ratio}: splitting/w0 {quantum_split:.6f}")
print(f"Anharmonic pair, splitting/(2|L|): {anharmonic_ratio:.6f}")
print(f"Field constant 4 pi C/V: {4*np.pi*C/volume:.4f} cm^-1")
for name in ("along b", "along p", "oblique"):
    print(f"Splitting, k {name}: {by_direction[name]:.4f} cm^-1")
print(f"Polarizability volume (rough): {alpha:.3f} nm^3")
print(f"Splitting with polarizability: {screened_split:.4f} cm^-1")
print(f"Dipole length (rough): {bond:.3f} nm")
print(f"Splitting with finite dipoles: {extended_split:.4f} cm^-1")
print(f"Gap to next carbonyl mode (rough): {gap:.0f} cm^-1")
print(f"Mode-mixing shift estimate: {mixing:.4f} cm^-1")
print(f"Volume expansion (rough): {100*(growth - 1):.0f} percent")
print(f"Splitting after expansion: {warm_split:.4f} cm^-1")
print(f"Splitting, dipole 5 deg nearer b: {tilt_split:.4f} cm^-1")
print(f"Excited/ground population at {temperature:.0f} K: {population:.2e}")
print(f"Wavevector of light in vacuum: {k_light:.3e} nm^-1")
print(f"Splitting change at that k: {light_change:.1e} cm^-1")
print(f"Linewidth (rough): {linewidth:.1f} cm^-1")
print(f"Splitting/linewidth: {splitting/linewidth:.2f}")
print("all good")
```

Running it gives:

```
Site frequency w0: 2000.0 cm^-1
Transition dipole: 0.30 D
Cell a, b, c: 0.90, 0.65, 0.85 nm
Cell angle beta: 100 deg
Fractional position A: [0.2  0.   0.15]  B: [-0.2   0.5  -0.15]
Dipole angle to b: 60 deg
Azimuth from a in ac plane: 30 deg
Cell volume: 0.4897 nm^3
Coupling constant C: 0.4531 cm^-1 nm^3
Nearest A-B distance: 0.5180 nm
Number of nearest B molecules: 2
Coupling to one nearest B: 1.7580 cm^-1
T_AB along b (bb): -7.8132 nm^-3
T_AB along p (pp): -18.6025 nm^-3
Summed coupling L_AA: -3.0155 cm^-1
Summed coupling L_AB: 5.4362 cm^-1
Davydov splitting 2|L_AB|: 10.8724 cm^-1
Same splitting: 1.3480 meV
In-phase frequency: 2002.4192 cm^-1
Out-of-phase frequency: 1991.5304 cm^-1
Full harmonic splitting: 10.8888 cm^-1
Strength along b per cell: 0.0450 D^2
Strength normal to b per cell: 0.1350 D^2
Test crystal: 128 molecules, cutoff 1.1 nm
Test crystal truncated L_AB: 3.5725 cm^-1
Test crystal splitting: 7.1383 cm^-1
Quantum pair, L/w0 = 0.05: splitting/w0 0.100126
Anharmonic pair, splitting/(2|L|): 0.999888
Field constant 4 pi C/V: 11.6265 cm^-1
Splitting, k along b: 16.6856 cm^-1
Splitting, k along p: 6.5674 cm^-1
Splitting, k oblique: 11.2684 cm^-1
Polarizability volume (rough): 0.015 nm^3
Splitting with polarizability: 11.9133 cm^-1
Dipole length (rough): 0.115 nm
Splitting with finite dipoles: 10.6418 cm^-1
Gap to next carbonyl mode (rough): 60 cm^-1
Mode-mixing shift estimate: 1.1905 cm^-1
Volume expansion (rough): 3 percent
Splitting after expansion: 10.5557 cm^-1
Splitting, dipole 5 deg nearer b: 8.9816 cm^-1
Excited/ground population at 298 K: 6.40e-05
Wavevector of light in vacuum: 1.257e-03 nm^-1
Splitting change at that k: 5.8e-08 cm^-1
Linewidth (rough): 4.0 cm^-1
Splitting/linewidth: 2.72
all good
```
